\section*{Empty-band convergence of the Coulomb hole and hyperbolic extrapolation in GW}

Anyone who runs a GW calculation as a sum over states must decide how many empty bands to include, and whether to trust the last value or to extrapolate. The decision rests on how the omitted bands contribute. If the error falls as $1/N_b$, where $N_b$ is the number of bands, doubling the number of bands only halves it, whereas two or three moderate calculations can give a much better limit. The law holds under conditions, and one way of violating them produces a curve that looks converged at a wrong value.

Atomic units are used in the algebra, eV and \AA{} for numbers. The system is spin-unpolarized, with smooth orbitals such as those of a pseudopotential calculation. $N_b$ counts spatial bands per $k$-point, occupied ones included. The screened interaction $W$ is taken as complete at every momentum transfer that the bands can reach; only the band sum in the self-energy is truncated.

Let $W_c=W-v$ be the screened interaction without its bare part. Its matrix element between the pair densities $\phi_n^*\phi_m$ has the spectral form
\begin{equation}
W^c_{nm}(\omega)=\int_0^\infty\! d\omega'\,B_{nm}(\omega')\left[\frac{1}{\omega-\omega'+i\eta}-\frac{1}{\omega+\omega'-i\eta}\right],
\label{spec}
\end{equation}
with $B_{nm}\ge 0$ and $\eta\to0^+$. The correlation self-energy is
\begin{equation}
\Sigma^c_n(E)=\frac{i}{2\pi}\sum_m\int d\omega\,\frac{W^c_{nm}(\omega)}{E+\omega-\varepsilon_m\pm i\eta},
\end{equation}
with the upper sign for empty $m$. For an empty band the pole of the Green function lies in the lower half plane. Closing the contour above encloses only the pole at $\omega=-\omega'$, and the residue gives $B/(E-\varepsilon_m-\omega')$. For an occupied band, closing below encloses only $\omega=\omega'$ and gives $B/(E-\varepsilon_m+\omega')$. With $x=E-\varepsilon_m$, the occupied term can be split as
\begin{equation}
\frac{1}{x+\omega'}=\frac{1}{x-\omega'}-\frac{2\omega'}{x^2-\omega'^2}.
\end{equation}
By \eqref{spec} the last piece, weighted with $B$, is $-W^c_{nm}(x)$: the screening correction to exchange, which involves occupied bands only. The remainder has the same form for all bands and is the Coulomb hole,
\begin{equation}
\Sigma^{\rm CH}_n(E)=\sum_m\int_0^\infty d\omega'\,\frac{B_{nm}(\omega')}{E-\varepsilon_m-\omega'} .
\label{ch}
\end{equation}
The empty-band tail therefore belongs entirely to the Coulomb hole. For $\varepsilon_m>E$ every term is negative, so a truncated sum lies too high.

No plasmon-pole model is needed to evaluate such terms. Put $\Delta=\varepsilon_m-E>0$. Partial fractions give
\begin{equation}
\int_0^\infty\!\frac{d\omega}{(\Delta^2+\omega^2)(\omega'^2+\omega^2)}
=\frac{1}{\omega'^2-\Delta^2}\left(\frac{\pi}{2\Delta}-\frac{\pi}{2\omega'}\right)
=\frac{\pi}{2\Delta\omega'(\Delta+\omega')} .
\end{equation}
Since $W^c_{nm}(i\omega)=-\int d\omega'\,2\omega'B_{nm}/(\omega^2+\omega'^2)$, it follows that
\begin{equation}
-\int_0^\infty\! d\omega'\frac{B_{nm}(\omega')}{\Delta+\omega'}=\frac1\pi\int_0^\infty\! d\omega\,\frac{\Delta}{\Delta^2+\omega^2}\,W^c_{nm}(i\omega).
\label{imag}
\end{equation}
The numerical check uses the right-hand side with the full RPA interaction of the electron gas; the derivation continues with the left-hand side.

Consider first a uniform gas of density $n$ and Fermi momentum $k_F$. The state has momentum $\mathbf k$, the high band is a plane wave of momentum $\mathbf p$ and energy $p^2/2$, and momentum conservation fixes the transfer $\mathbf Q=\mathbf p-\mathbf k$. For $p\gg k$ the transfer is as large as the band momentum. An occupied electron $\mathbf k'$ that absorbs $\mathbf Q$ gains the energy $D=Q^2/2+\mathbf Q\cdot\mathbf k'$, and for $Q>2k_F$ its final state is certainly empty. With a factor 2 for spin, the independent-electron response is
\begin{equation}
\chi_0(Q,i\omega)=-2\int_{k'<k_F}\!\frac{d^3k'}{(2\pi)^3}\,\frac{2D}{D^2+\omega^2}
\;\longrightarrow\;-n\,\frac{2D}{D^2+\omega^2},\qquad D\to\frac{Q^2}{2},
\end{equation}
because $2\int_{k'<k_F} d^3k'/(2\pi)^3=n$. In $W_c=v^2\chi_0/(1-v\chi_0)$, with $v=4\pi/Q^2$, the product $|v\chi_0|$ is largest at $\omega=0$, where it tends to $16\pi n/Q^4$ for $Q\gg k_F$. The denominator tends to one and $W_c\to v^2\chi_0$. Comparison with the spectral form shows that $B$ is a single line of weight $nv^2$ at $\omega'=Q^2/2$. At short wavelength the medium responds by the recoil of single electrons, not by a plasmon of fixed energy.

With $Q\simeq p$ and $\Delta\simeq p^2/2$, one band state contributes, apart from the normalization factor $1/V$,
\begin{equation}
-\frac{n v^2}{\Delta+Q^2/2}\simeq-\frac{n(4\pi/p^2)^2}{p^2/2+p^2/2}=-\frac{16\pi^2 n}{p^6}.
\label{term}
\end{equation}
Four powers of $p$ come from the two Coulomb lines and two from the energy denominator. Static screening neglects $\Delta$ beside $\omega'$, so the denominator is halved and the tail doubled. The computed ratio of static to dynamic tails is 2.001 at 100\,000 bands.

Integrating \eqref{term} over all momenta beyond $p_c$ gives the omitted part,
\begin{equation}
-16\pi^2n\int_{p_c}^\infty\frac{4\pi p^2\,dp}{(2\pi)^3}\frac1{p^6}
=-8n\int_{p_c}^\infty\frac{dp}{p^4}=-\frac{8n}{3p_c^3}.
\label{tail}
\end{equation}
The bands are counted by the volume of the momentum sphere. A cell of volume $V$ has $V/(2\pi)^3$ states per unit momentum volume and per $k$-point, hence
\begin{equation}
N_b=\frac{V}{(2\pi)^3}\,\frac{4\pi p_c^3}{3}=\frac{Vp_c^3}{6\pi^2}.
\label{count}
\end{equation}
A fixed number of bands at each $k$-point fills a region with a slightly ragged surface; it is replaced here by the sphere of equal volume. Inserting $p_c^3=6\pi^2N_b/V$ in \eqref{tail} and reversing the sign, since the truncated sum lacks this part, gives
\begin{equation}
\Sigma(N_b)-\Sigma(\infty)\simeq\frac{a}{N_b},\qquad a=\frac{4}{9\pi^2}\,Vn .
\label{law}
\end{equation}
Here $Vn$ is the number $N_e$ of electrons per cell. If the cell is doubled, $a$ doubles too, and the same accuracy requires twice as many bands.

In a nonuniform system the coefficient depends on the state. At large momentum transfer $W_c\simeq v\chi_0v$, and the spectral weight for band $m$ comes from an occupied orbital $j$ excited to a state $m'$. At $E=\varepsilon_n$ the contribution of band $m$ is
\begin{equation}
-2\sum_j\sum_{m'}\frac{|\langle mm'|v|nj\rangle|^2}{\varepsilon_m+\varepsilon_{m'}-\varepsilon_n-\varepsilon_j},
\label{pair}
\end{equation}
where the 2 is the spin of $j$. Let both final states be plane waves, $\mathbf p$ and $\mathbf p'=\mathbf P-\mathbf p$, in a periodic volume $V$, and let $\phi_n=V^{-1/2}\sum_{\mathbf K}c_n(\mathbf K)e^{i\mathbf K\cdot\mathbf r}$. Then
\begin{equation}
\langle \mathbf p\mathbf p'|v|nj\rangle=\frac1V\sum_{\mathbf K}c_n(\mathbf K)c_j(\mathbf P-\mathbf K)\frac{4\pi}{|\mathbf p-\mathbf K|^2}
\simeq\frac{4\pi}{Vp^2}F_j(\mathbf P),
\end{equation}
with $F_j(\mathbf P)=\sum_{\mathbf K}c_n(\mathbf K)c_j(\mathbf P-\mathbf K)$. The approximation requires the orbitals to contain no momenta comparable with $p$; sharp nuclear cusps are outside this treatment. Now $\phi_n\phi_j=V^{-1}\sum_{\mathbf P}F_j(\mathbf P)e^{i\mathbf P\cdot\mathbf r}$, so Parseval's theorem gives $\sum_{\mathbf P}|F_j|^2=V\int|\phi_n|^2|\phi_j|^2d^3r$. The energy denominator tends to $p^2$, and \eqref{pair} becomes
\begin{equation}
-\frac{2}{V^2}\,\frac{16\pi^2}{p^6}\,V\sum_j\int|\phi_n|^2|\phi_j|^2d^3r=-\frac{16\pi^2\bar n_n}{Vp^6},
\qquad \bar n_n=\int|\phi_n|^2\,n(\mathbf r)\,d^3r,
\end{equation}
because $n=2\sum_j|\phi_j|^2$. This is \eqref{term} with $n$ replaced by the total density averaged over state $n$. The sum over $j$ runs over both spins of every occupied orbital, so for an occupied state $\bar n_n$ includes the electron's own density. Hence
\begin{equation}
a_n=\frac{4}{9\pi^2}\,V\bar n_n ,
\label{an}
\end{equation}
with $V$ again the cell volume and $\phi_n$ normalized to one. High bands describe the close approach of two electrons, and the chance of that is set by the overlap of their densities. Two states with different overlaps have different slopes, so their separation also converges as $1/N_b$; the leading error cancels in the difference of their self-energies only if the overlaps agree, and in a quasiparticle gap only if the products $Za_n$ of \eqref{qp} below agree.

A cubic cell of 40~\AA$^3$ with a cosine potential of 10~eV amplitude along each axis and one doubly occupied orbital shows the size of the effect. A uniform density of two electrons would have $V\bar n=2$ and $a=2.45$~eV. With the orbitals expanded in five plane waves per axis, the lowest orbital has $V\bar n=8.715$ and therefore $a=10.68$~eV; a p-like orbital has $V\bar n=5.345$ and $a=6.55$~eV. The explicit sum \eqref{pair}, with free plane waves rather than eigenstates of the potential as final states and $N_b$ running from 3071 to 9171, gives 10.79 and 6.89~eV, which is 1\% and 5\% above the formula. The test allows 10\%, for corrections in $1/p^2$ and for the discrete counting of lattice momenta.

How good the extrapolation is depends on the next term, which can be found for the gas. Take the state on shell, $E=k^2/2$. With $Q^2=p^2-2\mathbf p\cdot\mathbf k+k^2$ the energy denominator is
\begin{equation}
\frac{p^2-k^2}{2}+\frac{Q^2}{2}+\mathbf Q\cdot\mathbf k'=p^2-\mathbf p\cdot\mathbf k+\mathbf Q\cdot\mathbf k' .
\end{equation}
Average first over the occupied $\mathbf k'$. The linear term vanishes. The quadratic one multiplies the summand by
\begin{equation}
1+\frac{\langle(\mathbf Q\cdot\mathbf k')^2\rangle}{p^4}\simeq1+\frac{Q^2}{p^4}\,\frac13\,\frac{3k_F^2}{5}\simeq1+\frac{k_F^2}{5p^2}.
\end{equation}
Next put $x=k/p$ and let $\mu$ be the cosine between $\mathbf p$ and $\mathbf k$. The factors $Q^{-4}$ and $(p^2-\mathbf p\cdot\mathbf k)^{-1}$, relative to $p^{-6}$, expand as
\begin{align}
(1-2x\mu+x^2)^{-2}&=1+4x\mu+x^2(12\mu^2-2)+\dots,\\
(1-x\mu)^{-1}&=1+x\mu+x^2\mu^2+\dots
\end{align}
The coefficient of $x^2$ in the product is $12\mu^2-2+4\mu^2+\mu^2=17\mu^2-2$, and with $\langle\mu^2\rangle=1/3$ its average is $11/3$. Terms of odd order change sign when $\mathbf k$ and $\mathbf k'$ are both reversed, so they average to zero. The neglected denominator $1-v\chi_0$ enters at relative order $p^{-4}$. The summand thus gains the factor $1+C/p^2$ with $C=\frac{11}{3}k^2+\frac15k_F^2$. Since $\int_{p_c}^\infty p^{-6}dp=1/(5p_c^5)$, against $1/(3p_c^3)$ for the leading term,
\begin{equation}
\Sigma(N_b)-\Sigma(\infty)=\frac{a}{N_b}\left[1+\frac{3}{5p_c^2}\left(\frac{11}{3}k^2+\frac{k_F^2}{5}\right)+O(p_c^{-4})\right].
\label{next}
\end{equation}
As $p_c^2\propto N_b^{2/3}$, the correction is a term in $N_b^{-5/3}$. At the band bottom the bracket is $1+0.12\,k_F^2/p_c^2$, at the Fermi level $1+2.32\,k_F^2/p_c^2$. The full RPA sum at 100\,000 bands gives 2.324 for the latter coefficient.

The self-energy must still be turned into a quasiparticle energy, which solves $E=e_n+\Sigma(E)$, where $e_n$ collects all parts independent of $E$. Keeping $E$ in the denominator of \eqref{term} for $k=0$ gives $-16\pi^2n/[p^4(p^2-E)]$. Its derivative at $E=0$ is $-16\pi^2n/p^8$, and the energy slope of the omitted part is
\begin{equation}
-8n\int_{p_c}^\infty\frac{dp}{p^6}=-\frac{8n}{5p_c^5},
\end{equation}
two powers of $p_c$ smaller than the omitted part itself. To leading order the missing bands shift $\Sigma$ rigidly. Subtracting the equations for $N_b$ and for infinitely many bands, and linearizing $\Sigma$ about $E(\infty)$, gives
\begin{equation}
E(N_b)-E(\infty)\simeq\Sigma'\,[E(N_b)-E(\infty)]+\frac{a_n}{N_b},
\end{equation}
and therefore
\begin{equation}
E(N_b)-E(\infty)\simeq\frac{Z a_n}{N_b},\qquad Z=\frac{1}{1-\Sigma'} .
\label{qp}
\end{equation}
The quasiparticle energy inherits the hyperbola with its amplitude reduced by $Z$.

Consider now a fit of the form $E_\infty+A/(N_b-N_0)$, with an offset $N_0$ that does not appear in \eqref{law}. Its role follows from matching the fit to the two-term tail
\begin{equation}
f(N)=a\left(N^{-1}+cN^{-5/3}\right),\qquad \eta=cN^{-2/3}.
\end{equation}
If the fit reproduces $f$, $f'$ and $f''$ at one $N$, then $f'=-A/(N-N_0)^2$ and $f''=2A/(N-N_0)^3$, so that
\begin{equation}
N-N_0=-\frac{2f'}{f''}=N\,\frac{1+\frac53\eta}{1+\frac{20}{9}\eta}\simeq N\left(1-\tfrac59\eta\right),\qquad N_0\simeq\tfrac59\,c\,N^{1/3}.
\label{offset}
\end{equation}
The offset is not a constant of the material; it grows with the window in which one fits. The error of the fitted limit is $f-A/(N-N_0)=f+f'(N-N_0)$, or
\begin{equation}
\frac aN\left[1+\eta-\left(1+\tfrac53\eta\right)\left(1-\tfrac59\eta\right)\right]\simeq-\frac{\eta}{9}\,\frac aN .
\end{equation}
A straight line in $1/N$, tangent to $f$ at the same point, has the limit error $f+Nf'=-\frac23\eta\,a/N$. To first order in $\eta$ the offset thus makes the extrapolation six times better than the tangent line. For $c>0$ both overshoot to the low side.

The numbers for a gas with 8 electrons in a cell of 40~\AA$^3$ show the sizes. Equation \eqref{law} gives $a=(4/9\pi^2)\times8$~hartree $=9.80$~eV. At the band bottom, 100 bands give a Coulomb hole of $-7.080$~eV and the complete sum is $-7.179$~eV. The difference of 0.099~eV compares with $a/100=0.098$~eV. With 200 and 400 bands the values are $-7.1297$ and $-7.1544$~eV, and the line through them has the limit $2(-7.1544)-(-7.1297)=-7.1791$~eV, within 0.001~eV of the complete sum. The first 100 bands are common to all these values and their quadrature is checked only to $5\times10^{-4}$ of their sum, so the last digits are meaningful only in differences.

The Fermi-level state converges less simply. Equation \eqref{count} and $k_F^3=3\pi^2N_e/V$ give $p_c^2/k_F^2=(2N_b/N_e)^{2/3}$, which is $100^{2/3}=21.5$ at 400 bands. The bracket in \eqref{next} is then $1+2.32/21.5=1.108$; the computed ratio of the error to $a/N_b$ is 1.115. At 100 bands the same estimate is 1.27 and the computed ratio 1.31, so higher orders are visible there. Relative to the complete sum, the errors are:
\begin{center}
\begin{tabular}{lr}
400 bands, no extrapolation & $0.0273$ eV\\
line in $1/N_b$ (200, 400) & $-0.0036$ eV\\
hyperbola with $N_0$ (100, 200, 400) & $-0.0012$ eV\\
$1/N_b$ and $N_b^{-5/3}$ terms (100, 200, 400) & $0.0003$ eV
\end{tabular}
\end{center}
The hyperbola gains a factor of three over the line, not six, in these finite windows, which also differ from each other. Its amplitude, 10.97~eV, exceeds the true $a$ because it absorbs part of the next term, so a fitted amplitude should not be read as $a_n$. The offset is 15.5 bands in this window and 35.7 bands when all three band numbers are eight times larger. Equation \eqref{offset} predicts a factor $8^{1/3}=2$; the computed factor is 2.3. The two windows have the same shape, for which the factor is exactly 2 at first order in $\eta$. The excess therefore comes from higher orders, which are not small here: $\eta$ is 0.27 at 100 bands.

Equation \eqref{qp} was tested on a model level at $k=0$ with $e_n=0$ and the Coulomb hole as its only self-energy. There $Z=0.840$, the prediction at 400 bands is $0.840\times9.80/400=0.0206$~eV, and solving the equation with and without the missing bands gives 0.0205~eV.

All this presumes a complete $W$. Suppose instead that the dielectric matrix is cut off at a fixed momentum $Q_c$. Since $\mathbf p=\mathbf k+\mathbf Q$, bands with $p>Q_c+k$ then contribute nothing in the gas, and the sum stops changing. What is missing is every transfer beyond $Q_c$, whatever the number of bands. To leading order this is integral \eqref{tail} with $Q$ as the variable, so the plateau lies too high by
\begin{equation}
\frac{8n}{3Q_c^3}=\frac{a}{N_G},\qquad N_G=\frac{VQ_c^3}{6\pi^2},
\end{equation}
where $N_G$ is the number of plane waves inside the cutoff. With a cutoff of 150~eV, $N_G=167$ and the estimate is $9.80/167=0.059$~eV; the computed error for the Fermi-level state is 0.060~eV. The band sum is frozen beyond 357 bands, so a convergence test in the number of bands alone would report success with this error still present. A hyperbola fitted to band numbers beyond that point has $A=0$ and returns the plateau.

The dielectric cutoff must therefore be raised together with the bands, in the gas to $Q_c\ge p_c+k$. Setting $N_G=N_b$, that is $Q_c=p_c$, falls short of this for $k>0$: the transfers between $p_c$ and $p_c+k$ fill a shell of fixed thickness and add a term of order $N_b^{-4/3}$ to the error. The two omissions do not add, since a term is missing when either $p>p_c$ or $Q>Q_c$. An extrapolation in $1/N_G$ at a fixed number of bands therefore follows the law above only while $p_c>Q_c+k$, and the dependence on $N_G$ freezes once $Q_c>p_c+k$. The polarizability has a band sum of its own, and the partner in \eqref{pair} carries the momentum $\mathbf P-\mathbf p$, as large as that of the band. If that sum reaches $p_c$ plus the largest $|\mathbf P|$, the results above apply unchanged. In the gas this is $p_c+k+k_F$; for the Fermi-level state at 400 bands, where $p_c/k_F=\sqrt{21.5}=4.64$, it means $(1+2/4.64)^3=2.9$ times as many bands in the polarizability as in the self-energy. Cutting both sums at the same $N_b$ also removes pairs in which only the partner lies beyond $p_c$. Since $\mathbf P$ stays bounded for smooth orbitals, these pairs fill a shell of fixed thickness at $p_c$, a fraction of order $1/p_c$ of the omitted part. The leading term $a/N_b$ survives, but the next one is then of order $N_b^{-4/3}$ instead of $N_b^{-5/3}$, and the corrections and fit errors given above no longer apply. Within these conditions, three band numbers in the free-electron-like range suffice for the hyperbola, and a fourth, larger one shows whether the fitted limit is stable.

\section*{Calculated quantities}
\begin{verbatim}
Electrons per cell: 8
Cell volume: 40.0 A^3
Fermi momentum: 1.8092 1/A
Fermi energy: 12.471 eV
Predicted coefficient a: 9.8030 eV
Band-bottom state, Coulomb hole:
  N=100: p_c=5.290 1/A, Sigma_CH=-7.0804 eV, N*error/a=1.0064
  N=200: p_c=6.665 1/A, Sigma_CH=-7.1297 eV, N*error/a=1.0058
  N=400: p_c=8.398 1/A, Sigma_CH=-7.1544 eV, N*error/a=1.0044
  complete sum: -7.1790 eV
  1/N line through N=200,400: -7.1791 eV
  N*error/a at N=100000: 1.00014
Static over dynamic tail at N=100000: 2.0008
Fermi-level state, error of Sigma:
  raw sum N=100: 0.12859 eV, N*error/a=1.3118
  raw sum N=200: 0.05825 eV, N*error/a=1.1884
  raw sum N=400: 0.02732 eV, N*error/a=1.1148
  1/N line (200,400): -0.00361 eV
  hyperbola (100,200,400): -0.00122 eV
  1/N and N^(-5/3) form: 0.00030 eV
  hyperbola amplitude A: 10.973 eV
  offset N0, window 100-400: 15.47 bands
  offset N0, window 800-3200: 35.68 bands
Next-order coefficient (units kF^2/p_c^2), sum: 2.3239
Next-order coefficient (units kF^2/p_c^2), formula: 2.3200
Energy slope of tail, sum/formula at N=10000: 1.0023
Level with the Coulomb hole as only self-energy:
  complete sum: -5.7477 eV
  Z factor: 0.8395
  shift at N=400: 0.02053 eV
  Z*a/N at N=400: 0.02057 eV
Fixed dielectric cutoff: 150 eV
  plane waves inside cutoff: 166.9
  band sum frozen beyond N: 357
  plateau error, Fermi-level state: 0.06020 eV
  a/N_G estimate: 0.05875 eV
Cosine cell: amplitude 10.0 eV per axis, bands 3071 to 9171
  lowest: V*nbar=8.715, a formula=10.680 eV, a from sum=10.786 eV
  p-like: V*nbar=5.345, a formula=6.550 eV, a from sum=6.886 eV
\end{verbatim}
